# Shockley's Square-Root Law for Hot Electrons Scattered by Acoustic Phonons

## The form of the answer

Let a steady force of magnitude $F$ act on electrons of band mass $m$ in an isotropic band. By symmetry the drift velocity $v_d$ lies along the force. Suppose that collisions randomize the direction of motion over a mean free path $l$ that does not depend on energy, and that electrons much hotter than the lattice lose, per collision, a fixed small fraction of their energy. Lemmas 1 and 2 establish both properties for acoustic phonons; the fraction is $2\delta$, with
$$\delta=\frac{ms^2}{T},$$
where $s$ is the sound speed and $T$ the lattice temperature expressed as an energy. The hot-electron problem then contains $F$, $l$, $m$ and the pure number $\delta$. The one velocity that can be built from $F$, $l$ and $m$ is $\sqrt{Fl/m}$, so
$$v_d=\sqrt{Fl/m}\;\phi(\delta).$$
The square root of the field is thereby fixed.

Two balances give $\phi$ up to a number. An electron of speed $v$ gains momentum $F$ per unit time for a time $l/v$, so $v_d\sim Fl/(mv)$. The power received equals the power lost, $Fv_d\sim\delta\,mv^2\,(v/l)$. Eliminating $v_d$ gives $v^4\sim F^2l^2/(m^2\delta)$, hence $v_d\sim\sqrt{Fl/m}\;\delta^{1/4}$. The theorem supplies the coefficient and the conditions.

## Assumptions and statement

Atomic units are used in the algebra: $\hbar=m_e=e=1$.

1. The band is parabolic, $\varepsilon=k^2/2m$, with $v=k/m$. The electrons are nondegenerate, and the state is uniform and steady. The force is along $z$; for electrons this is opposite to the electric field.
2. The scatterers are longitudinal acoustic phonons, $\omega=sq$, held in equilibrium at $T$. They couple through a deformation potential $\Xi$. The mass density is $\rho$ and $c=\rho s^2$ is the elastic constant. Other scattering is absent.
3. Scattering is quasi-elastic: $ms^2\ll T$, and typical phonon energies satisfy $\omega\ll T$ even for the heated electrons.

**Theorem.** Define
$$l=\frac{\pi c}{\Xi^2m^2T},\qquad \varepsilon_F=\frac{F^2l^2}{6ms^2},\qquad \varepsilon_h=\sqrt{2T\varepsilon_F}=\frac{Fl}{\sqrt{3\delta}} .$$
To leading order in $\delta$ and $\omega/T$, the isotropic part of the distribution is
$$f_0(\varepsilon)\propto e^{-\varepsilon/T}\left(1+\frac{\varepsilon}{\varepsilon_F}\right)^{\varepsilon_F/T}. \tag{1}$$
For $\varepsilon_h\gg T$ the drift velocity is
$$v_d=\frac{\sqrt{2\pi}}{3\,\Gamma(3/4)}\sqrt{\frac{Fl}{m}}\,(3\delta)^{1/4}. \tag{2}$$

## Lemma 1: an energy-independent mean free path

**Claim.** To leading order the scattering rate is $1/\tau=v/l$, and the final direction is uniformly distributed.

**Proof.** For absorption in a volume $V$, the squared matrix element is $\Xi^2q^2N_q/(2\rho V\omega)$, where $N_q$ is the Bose occupation. Energy conservation is expressed by
$$\delta_{\rm D}\!\left(\frac{kq\cos\theta_q}{m}+\frac{q^2}{2m}-sq\right),$$
where $\theta_q$ is the angle between $\mathbf q$ and $\mathbf k$, and $\delta_{\rm D}$ is the Dirac function. Its integral over $\cos\theta_q$ gives $m/(kq)$. With the golden-rule factor $2\pi$ and the phonon density $V\,2\pi q^2dq\,d\cos\theta_q/(2\pi)^3$, the absorption rate per $dq$ is
$$2\pi\,\frac{\Xi^2q}{2\rho s}N_q\,\frac{q^2}{4\pi^2}\,\frac{m}{kq}=\frac{\Xi^2mq^2}{4\pi\rho sk}\,N_q. \tag{3}$$
Emission has $N_q+1$ in place of $N_q$. For $k>ms$, the condition $|\cos\theta_q|\le1$ limits $q$ to $2(k+ms)$ in absorption and $2(k-ms)$ in emission. Both limits become $2k$ when $ms\ll k$.

For $\omega\ll T$, both $N_q$ and $N_q+1$ are $T/(sq)$ to leading order. The sum of the two rates is then $\Xi^2mTq/(2\pi ck)$ per $dq$, and since $\int_0^{2k}q\,dq=2k^2$,
$$\frac1\tau=\frac{\Xi^2mTk}{\pi c}=\frac{k}{m}\,\frac{\Xi^2m^2T}{\pi c}=\frac vl .$$
The probability of a given $q$ is $q\,dq/(2k^2)$. For nearly elastic scattering through an angle $\chi$, $q^2=2k^2(1-\cos\chi)$, so $q\,dq=-k^2\,d\cos\chi$ and the distribution is uniform in $\cos\chi$. The mean final momentum is therefore zero, and momentum relaxes at the same rate $1/\tau$. $\square$

## Lemma 2: slow exchange of energy

**Claim.** Collisions change the isotropic part of the distribution according to
$$C_0=\frac1{\sqrt\varepsilon}\frac{d}{d\varepsilon}\left[\sqrt\varepsilon\,D\left(f_0'+\frac{f_0}{T}\right)\right],\qquad D=\frac{2ms^2\varepsilon v}{l}, \tag{4}$$
and the mean rate of energy change of an electron is
$$a(\varepsilon)=\frac{2ms^2v}{l}\left(2-\frac{\varepsilon}{T}\right). \tag{5}$$

**Proof.** An energy step $\pm sq$ is small compared with the scale, $T$ or more, on which $f_0$ varies. The collision term may then be expanded to second order in the step. Let $D$ be half the mean squared step per unit time. Lemma 1 gives
$$\langle q^2\rangle=\int_0^{2k}\frac{q^3\,dq}{2k^2}=2k^2,\qquad D=\frac{s^2\langle q^2\rangle}{2\tau}=\frac{s^2k^2}{\tau}=\frac{2ms^2\varepsilon v}{l}.$$
The number of electrons per unit energy is $gf_0$, with density of states $g\propto\sqrt\varepsilon$. Its upward flux in energy is
$$J=a\,gf_0-\frac{d}{d\varepsilon}(Dgf_0)=-gDf_0'+\left[ag-(gD)'\right]f_0 .$$
Detailed balance requires $J=0$ for $f_0\propto e^{-\varepsilon/T}$, for which $f_0'=-f_0/T$. Hence $ag-(gD)'=-gD/T$. The coefficients do not depend on $f_0$, so in general $J=-gD(f_0'+f_0/T)$, and $C_0=-J'/g$ is (4). Since $gD\propto\varepsilon^2$, $(gD)'/g=2D/\varepsilon$ and $a=D(2/\varepsilon-1/T)$, which is (5). $\square$

**Remark.** The negative term in (5) comes from spontaneous emission. The extra 1 in $N_q+1$ produces, by (3), an energy loss per unit time
$$\int_0^{2k}sq\,\frac{\Xi^2mq^2}{4\pi\rho sk}\,dq=\frac{\Xi^2mk^3}{\pi\rho}=\frac{2ms^2v}{l}\,\frac{\varepsilon}{T},$$
where the last form follows on inserting $l$. Divided by the collision rate $v/l$, it is a loss of $2\delta\,\varepsilon$ per collision, the fixed fraction used at the start. The positive term, due to induced processes, is smaller by $2T/\varepsilon$ for hot electrons.

## Lemma 3: the distribution in a field

**Claim.** In the steady state $f_0$ is given by (1).

**Proof.** Write $f=f_0(\varepsilon)+f_1(\varepsilon)\cos\theta$, with $\theta$ measured from the force. The Boltzmann equation is $F\,\partial f/\partial k_z=C[f]$, where
$$\frac{\partial}{\partial k_z}=\cos\theta\,\frac{\partial}{\partial k}+\frac{\sin^2\theta}{k}\,\frac{\partial}{\partial\cos\theta}.$$
The part proportional to $\cos\theta$ is $Fvf_0'=-f_1v/l$, so
$$f_1=-Fl\,f_0'. \tag{6}$$
For the isotropic part, average over directions with $\langle\cos^2\theta\rangle=1/3$ and $\langle\sin^2\theta\rangle=2/3$:
$$F\left(\frac13\frac{df_1}{dk}+\frac{2f_1}{3k}\right)=\frac{F}{3k^2}\frac{d(k^2f_1)}{dk}=\frac{Fv}{3\varepsilon}\frac{d(\varepsilon f_1)}{d\varepsilon}=C_0 .$$
Here $k^2=2m\varepsilon$ and $d/dk=v\,d/d\varepsilon$ were used. Multiply by $\sqrt\varepsilon$, insert (4) and $v=\sqrt{2\varepsilon/m}$, and cancel the common factor $\sqrt{2/m}$:
$$\frac F3\frac{d(\varepsilon f_1)}{d\varepsilon}=\frac{2ms^2}{l}\frac{d}{d\varepsilon}\left[\varepsilon^2\left(f_0'+\frac{f_0}{T}\right)\right].$$
Both differentiated quantities vanish at $\varepsilon=0$, so the integration constant is zero. Dividing by $\varepsilon$ and using (6),
$$-\frac{F^2l}{3}f_0'=\frac{2ms^2\varepsilon}{l}\left(f_0'+\frac{f_0}{T}\right).$$
Multiplication by $l/(2ms^2)$ turns the left side into $-\varepsilon_Ff_0'$, and collecting the derivatives gives
$$\frac{f_0'}{f_0}=-\frac1T\,\frac{\varepsilon}{\varepsilon+\varepsilon_F}=-\frac1T\left(1-\frac{\varepsilon_F}{\varepsilon+\varepsilon_F}\right).$$
Integration yields (1), the Davydov distribution. $\square$

**Remark.** In the hot regime $f_1/f_0$ is of order $Fl/\varepsilon_h=\sqrt{3\delta}$, whatever the field. The next harmonic is of order $3\delta$ relative to $f_0$ and corrects (6) by that relative order. Heating does not make the distribution strongly directed: the random speed grows with the field in the same proportion as the drift.

## Proof of the theorem

Averaging $v\cos\theta$ over the distribution, with $\langle\cos^2\theta\rangle=1/3$, and using (6),
$$v_d=\frac{\int_0^\infty\sqrt\varepsilon\,v f_1\,d\varepsilon}{3\int_0^\infty\sqrt\varepsilon f_0\,d\varepsilon}
=-\frac{Fl}{3}\sqrt{\frac2m}\,\frac{\int\varepsilon f_0'\,d\varepsilon}{\int\sqrt\varepsilon f_0\,d\varepsilon}
=\frac{Fl}{3}\sqrt{\frac2m}\,\frac{\int f_0\,d\varepsilon}{\int\sqrt\varepsilon f_0\,d\varepsilon}. \tag{7}$$
The last step is an integration by parts whose boundary terms vanish.

For $\varepsilon\ll\varepsilon_F$ the logarithm of (1) is
$$-\frac{\varepsilon}{T}+\frac{\varepsilon_F}{T}\ln\!\left(1+\frac{\varepsilon}{\varepsilon_F}\right)=-\frac{\varepsilon^2}{2T\varepsilon_F}+\frac{\varepsilon^3}{3T\varepsilon_F^2}-\dots \tag{8}$$
The first term is $-(\varepsilon/\varepsilon_h)^2$. At energies of order $\varepsilon_h$ the second is of order $T/\varepsilon_h$, because $\varepsilon_F=\varepsilon_h^2/2T$. Thus $f_0\to e^{-\varepsilon^2/\varepsilon_h^2}$ when $\varepsilon_h\gg T$, and
$$\int_0^\infty f_0\,d\varepsilon=\frac{\sqrt\pi}{2}\,\varepsilon_h,\qquad\int_0^\infty\sqrt\varepsilon f_0\,d\varepsilon=\frac12\,\Gamma\!\left(\tfrac34\right)\varepsilon_h^{3/2}.$$
Equation (7) becomes
$$v_d=\frac{Fl}{3}\sqrt{\frac{2\pi}{m}}\,\frac{1}{\Gamma(3/4)\sqrt{\varepsilon_h}},$$
and $\varepsilon_h=Fl/\sqrt{3\delta}$ gives (2). $\square$

The physical content is visible in the last formula. The mobility falls as the inverse square root of the electron energy, and that energy rises linearly with $F$; the mean is $\varepsilon_h\Gamma(5/4)/\Gamma(3/4)\approx0.74\,\varepsilon_h$.

## The ohmic limit and the approach to the law

For $F\to0$, $f_0\to e^{-\varepsilon/T}$. The integrals in (7) are then $T$ and $\sqrt\pi\,T^{3/2}/2$, so $v_d=\mu_0F$ with
$$\mu_0=\frac{4l}{3\sqrt{2\pi mT}} .$$
Solving for $l=\tfrac34\mu_0\sqrt{2\pi mT}$ and substituting in (2) gives
$$v_d=\frac{(6\pi)^{3/4}}{6\,\Gamma(3/4)}\sqrt{\mu_0Fs}\approx1.23\sqrt{\mu_0Fs}. \tag{9}$$
The same substitution gives $\varepsilon_h/T=\sqrt{3\pi/8}\;\mu_0F/s$. The condition $\varepsilon_h\gg T$ therefore means that the extrapolated ohmic velocity far exceeds the sound speed.

The cubic term in (8) is $(4T/3\varepsilon_h)y^3$ with $y=\varepsilon/\varepsilon_h$. Expanding its exponential to first order in both integrals of (7) gives
$$\frac{v_d}{v_{\rm hot}}=1-\kappa\frac{T}{\varepsilon_h},\qquad \kappa=\frac43\left[\frac{\Gamma(9/4)}{\Gamma(3/4)}-\frac1{\sqrt\pi}\right]\approx0.48, \tag{10}$$
where $v_{\rm hot}$ is (2). Since $\varepsilon_h\propto F$, the local power $d\ln v_d/d\ln F$ is $\tfrac12+\kappa T/\varepsilon_h$ to this order. Within (1) it approaches one half from above. Corrections to equipartition, which grow towards the upper edge of the window given below, pull the true local power under one half.

## Proposition: the electron-temperature form

Shockley's simpler argument assigns the electrons a Maxwellian with temperature $T_e$. Equation (7) then gives $v_d=\mu_0F\sqrt{T/T_e}$.

**Claim.** Power balance requires
$$\frac{T_e}{T}=\frac12\left[1+\sqrt{1+\frac{3\pi}{8}\left(\frac{\mu_0F}{s}\right)^2}\,\right]. \tag{11}$$

**Proof.** For the Maxwellian, $\langle\varepsilon^{1/2}\rangle=2\sqrt{T_e/\pi}$ and $\langle\varepsilon^{3/2}\rangle=4T_e^{3/2}/\sqrt\pi$. The mean loss from (5) is
$$-\langle a\rangle=\frac{2ms^2}{l}\sqrt{\frac2m}\left(\frac{\langle\varepsilon^{3/2}\rangle}{T}-2\langle\varepsilon^{1/2}\rangle\right)=\frac{8ms^2}{l}\sqrt{\frac{2T_e}{\pi m}}\left(\frac{T_e}{T}-1\right).$$
Equate this to $Fv_d=4F^2l/(3\sqrt{2\pi mT_e})$ and divide by the coefficients on the right:
$$T_e\left(\frac{T_e}{T}-1\right)=\frac{F^2l^2}{12ms^2}.$$
Dividing by $T$ and inserting $l^2=\tfrac{9\pi}{8}\mu_0^2mT$ gives $x^2-x=\tfrac{3\pi}{32}(\mu_0F/s)^2$ for $x=T_e/T$. The positive root is (11). $\square$

In strong fields $T_e\propto F$, and $v_d\to\sqrt2\,(8/3\pi)^{1/4}\sqrt{\mu_0Fs}\approx1.36\sqrt{\mu_0Fs}$. The power of the field is the same as in (9), but the coefficient is about 10% larger. The scattering rates are identical in the two calculations; the difference comes from replacing $e^{-\varepsilon^2/\varepsilon_h^2}$ by a Maxwellian.

## Where the law fails

The law describes sublinear growth, not saturation: (2) has no upper bound. Its range does have one. From $\langle q^2\rangle=2k^2$, the rms phonon energy is $\sqrt{4ms^2\varepsilon}$, and requiring this to be well below $T$ gives the window
$$T\ll\varepsilon_h\ll\frac{T^2}{4ms^2}.$$
Above it, the occupation $T/\omega$ used in Lemma 1 fails and $l$ depends on energy. In a real semiconductor, optical-phonon emission may intervene earlier, once electrons reach the optical-phonon energy, roughly a few hundredths of an eV. That process is absent here, so the theorem cannot predict a saturation velocity.

## Worked example

Take round model parameters: $m=0.1$, $T=0.005$ eV, $s=0.05$ Å/fs, $c=1$ eV/Å$^3$ and $\Xi=10$ eV. They give $ms^2=1.42\times10^{-5}$ eV, $\delta=0.00284$, $l=3.65\times10^4$ Å and $\mu_0=3.64\times10^6$ (Å/fs)/(eV/Å).

At $F=10^{-7}$ eV/Å (10 V/cm), $Fl=3.65\times10^{-3}$ eV and
$$\varepsilon_h=\frac{3.65\times10^{-3}}{0.0923}\ \text{eV}=0.0395\ \text{eV}\approx7.9\,T .$$
With $\mu_0F=0.364$ Å/fs, the hot law (9) gives
$$v_d=1.23\sqrt{0.364\times0.05}\ \text{Å/fs}=0.166\ \text{Å/fs}.$$
The full distribution (1) gives $0.156$ Å/fs ($1.56\times10^6$ cm/s), which is 5.8% below the hot law. Equation (10) predicts $0.48/7.9=6.1\%$. The local power is 0.559, against $0.5+0.061$ from the expansion. The electron-temperature form has $T_e/T=4.48$ and gives $0.364/\sqrt{4.48}=0.172$ Å/fs.

An independent check follows electrons through individual inelastic phonon events with full Bose occupations. It assumes neither the two-term expansion nor diffusion in energy. It gives $0.1557\pm0.0007$ Å/fs at this field, in agreement with (1) and (7), and the same mean energy, 0.034 eV.

At $F=3\times10^{-7}$ eV/Å the simulation gives $0.2793\pm0.0012$ Å/fs, and (7) gives 0.2818. The rms phonon energy is now $0.46\,T$, and $\varepsilon_h=0.119$ eV is already 0.27 of the upper edge $T^2/4ms^2=0.44$ eV, so the neglected terms are visible. Since $2N_q+1=(2T/\omega)(1+\omega^2/12T^2+\dots)$ and momentum loss weights the phonons with $q^3dq$, the momentum relaxation rate rises by the relative amount $\tfrac49\delta\,\varepsilon/T$, which lowers $v_d$ by about 2.7% at this field. The recoil terms of order $\delta$ lower that rate by $3\delta$ and raise $v_d$ by about 0.6%. The expected value is thus near $0.276$ Å/fs, about 2% below (7). The simulated value lies between the two, three standard errors above the corrected estimate, so at this field it confirms (7) only at the level of about 2%. Between the two fields the velocity rises with power 0.52 to 0.53, close to one half and far from the ohmic value of one. Optical phonons would matter in many real crystals at both fields. The mean energies are 0.034 and 0.092 eV, and by (1) about 40% of the electrons at the lower field already exceed 0.036 eV, which is within the range of optical-phonon energies given above. Both points therefore test the model's law and do not forecast a material's velocity. At weaker fields the local power from (1) and (7) rises towards one: 0.673, 0.850 and 0.996 at $F=3\times10^{-8}$, $10^{-8}$ and $10^{-9}$ eV/Å.

## Calculated quantities

```
band mass: 0.10 electron masses
lattice temperature T: 0.0050 eV
sound speed s: 0.050 angstrom/fs
elastic constant c: 1.00 eV/angstrom^3
deformation potential Xi: 10.0 eV
m s^2: 1.421e-05 eV
m s^2/T: 0.00284
anisotropy scale sqrt(3 m s^2/T): 0.0923
mean free path l: 3.6483e+04 angstrom
mobility mu0: 3.6397e+06 (angstrom/fs)/(eV/angstrom)
force where mu0 F = s: 1.374e-08 eV/angstrom
hot coefficient of sqrt(mu0 F s): 1.2304
same, electron-temperature model: 1.3574
mean energy / eps_h, hot limit: 0.7397
largest relative error, total rate: 0.0021
largest relative error, momentum loss: 0.0028
largest relative error, energy diffusion: 0.0042
largest relative error, energy drift: 0.0036
F in eV/angstrom; velocities in angstrom/fs
F | v_d Davydov | hot law | T_e model | local power of F
1e-09 | 0.00363 | 0.01660 | 0.00364 | 0.996
1e-08 | 0.03267 | 0.05249 | 0.03413 | 0.850
3e-08 | 0.07527 | 0.09091 | 0.08170 | 0.673
1e-07 | 0.15636 | 0.16598 | 0.17192 | 0.559
3e-07 | 0.28175 | 0.28749 | 0.31055 | 0.520
at F = 1e-07 eV/angstrom:
  eps_h: 0.0395 eV
  eps_F: 0.1561 eV
  mean energy, Davydov: 0.0336 eV
  mean energy, simulation: 0.0336 eV
  v_d, simulation: 0.1557 +- 0.0007 angstrom/fs
  T_e/T in the T_e model: 4.482
  rms phonon energy / T at mean energy: 0.277
at F = 3e-07 eV/angstrom:
  eps_h: 0.1185 eV
  eps_F: 1.4046 eV
  mean energy, Davydov: 0.0919 eV
  mean energy, simulation: 0.0915 eV
  v_d, simulation: 0.2793 +- 0.0012 angstrom/fs
  T_e/T in the T_e model: 12.362
  rms phonon energy / T at mean energy: 0.457
power of F between the two simulations: 0.532
conversion: F = 1e-07 eV/angstrom is 10.0 V/cm
conversion: v_d (Davydov) there is 1.564e+06 cm/s
```
